# Surface-Limited Decay of Excess Carriers in a Silicon Wafer

## Question

A p-type silicon wafer has thickness $W=200\ \mu\mathrm{m}$. A light pulse creates excess electrons, the minority carriers, with density $n(z,t)$ above equilibrium. They diffuse with diffusivity $D=30\ \mathrm{cm^2/s}$. At each face they recombine at the rate $Sn$ per unit area, with surface recombination velocity $S=100\ \mathrm{cm/s}$.

Until part (g), assume that no carriers recombine in the bulk. The wafer is wide enough for $n$ to depend on depth alone, $D$ and $S$ are constant, and injection is low: $n$ is much smaller than the acceptor density, so drift of the minority carriers can be neglected. Put $z=0$ at the middle of the wafer. Work in centimetres and seconds, and quote decay times in microseconds.

## (a) Set up the equation and the face conditions. Show that every mode decays.

**Answer.** The electron flux in the $+z$ direction is $F=-D\,\partial n/\partial z$. A thin layer gains carriers at the rate at which the flux into it exceeds the flux out, so $\partial n/\partial t=-\partial F/\partial z$, or

$$\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial z^2}.$$

The flux arriving at each face must equal the recombination there. The outward direction is $+z$ at the right face and $-z$ at the left face, hence

$$-D\frac{\partial n}{\partial z}=Sn\ \text{ at } z=\tfrac W2,\qquad +D\frac{\partial n}{\partial z}=Sn\ \text{ at } z=-\tfrac W2 .$$

A mode has a fixed shape and a single rate: $n=u(z)e^{-\lambda t}$. Substitution gives $Du''=-\lambda u$. Multiply by $u^*$, integrate over the wafer, and integrate the left side by parts:

$$-\lambda\int|u|^2dz=D\big[u^*u'\big]_{-W/2}^{W/2}-D\int|u'|^2dz .$$

The face conditions turn the bracket into $-S\left(|u(W/2)|^2+|u(-W/2)|^2\right)$. Therefore

$$\lambda=\frac{D\int|u'|^2dz+S\left(|u(W/2)|^2+|u(-W/2)|^2\right)}{\int|u|^2dz}.$$

This is real and not negative. It could vanish only if $u$ were constant and also zero at the faces, which leaves no mode at all. So every $\lambda$ is positive. The fundamental mode is the one with the smallest $\lambda$, and its decay time is $\tau=1/\lambda$.

## (b) Find the equation that fixes the fundamental decay time.

**Answer.** Write $\lambda=Dk^2$ with $k>0$. The general solution of $u''=-k^2u$ is $u=A\cos kz+B\sin kz$. With $x=kW/2$, the two face conditions read

$$Dk(A\sin x-B\cos x)=S(A\cos x+B\sin x),$$
$$Dk(A\sin x+B\cos x)=S(A\cos x-B\sin x).$$

Adding them and halving removes $B$; subtracting the first from the second and halving removes $A$:

$$A\,(Dk\sin x-S\cos x)=0,\qquad B\,(Dk\cos x+S\sin x)=0 .$$

Since $k=2x/W$, define the dimensionless number

$$h=\frac{SW}{2D}.$$

Even modes ($A\neq0$) then obey $x\tan x=h$, and odd modes ($B\neq0$) obey $x\cot x=-h$.

On $0<x<\pi/2$ both $x$ and $\tan x$ are positive and increasing, so $x\tan x$ rises steadily from 0 to infinity and meets $h$ once. The odd condition has no root there, because $x\cot x$ is positive. Its first root lies in $(\pi/2,\pi)$. The next even root lies in $(\pi,3\pi/2)$, since $\tan x<0$ between $\pi/2$ and $\pi$. The fundamental is therefore the first even mode:

$$\boxed{\;\tau=\frac{1}{Dk^2}=\frac{W^2}{4Dx^2},\qquad x\tan x=h,\qquad 0<x<\frac{\pi}{2}\;}$$

Its shape $\cos(2xz/W)$ is positive throughout the wafer.

## (c) Calculate the decay time for the given wafer.

**Answer.** With $W=0.020$ cm,

$$h=\frac{100\times0.020}{2\times30}=0.033333,\qquad \frac{W^2}{4D}=\frac{4\times10^{-4}}{120}\ \mathrm{s}=3.3333\ \mu\mathrm{s}.$$

Let $y=x^2$ and rewrite the root condition as $y=h\,x/\tan x$. For small $x$,

$$\frac{x}{\tan x}=1-\frac{x^2}{3}-\frac{x^4}{45}-\dots$$

so the right side changes slowly with $y$, and repeated substitution works well. Start from $y_0=h$, which replaces $\tan x$ by $x$:

$$\tau_0=\frac{3.3333\ \mu\mathrm{s}}{0.033333}=100.00\ \mu\mathrm{s}.$$

The next step gives

$$y_1=0.033333\,(1-0.011111-0.000025)=0.032962,\qquad \tau_1=101.13\ \mu\mathrm{s}.$$

One more gives $y_2=0.032966$ and

$$\boxed{\;\tau=101.1\ \mu\mathrm{s}\;}$$

The derivative of the right side with respect to $y$ is close to $-h/3=-0.011$. Each step therefore reverses the sign of the error and reduces it about ninetyfold. The converged root is $x=0.18157$. As a separate test, the wafer was divided into 400 layers and the carrier balance between layers was solved as a matrix eigenvalue problem. Its slowest decay time is also 101.11 µs.

## (d) Find a closed estimate of the decay time from a physical argument, and explain its terms.

**Answer.** In the fundamental mode the shape is fixed, so the total number of carriers per unit area, $\bar nW$, decays at the rate $\bar nW/\tau$, where $\bar n$ is the mean density. The two faces, each with density $n_f$, remove $2Sn_f$. Equating the two gives

$$\tau=\frac{W}{2S}\,\frac{\bar n}{n_f}.$$

If the profile were flat, $\bar n=n_f$ and $\tau=W/(2S)=100\ \mu\mathrm{s}$. This is the time in which two faces reduce a uniform density by a factor $e$.

The profile cannot be quite flat, because a gradient must drive carriers to the faces. When the density is nearly uniform, each layer loses carriers at nearly the same rate $\bar n/\tau$. The diffusion equation becomes $Dn''\simeq-\bar n/\tau$, and its symmetric solution is

$$n(z)\simeq n_f+\frac{\bar n}{2D\tau}\left(\frac{W^2}{4}-z^2\right).$$

The mean of $z^2$ over the wafer is $W^2/12$, so the mean of the bracket is $W^2/6$. Averaging gives

$$\bar n\simeq n_f+\frac{\bar nW^2}{12D\tau}\quad\Rightarrow\quad \frac{n_f}{\bar n}\simeq1-\frac{W^2}{12D\tau}.$$

Multiply the expression for $\tau$ by $n_f/\bar n$ and insert this ratio:

$$\tau-\frac{W^2}{12D}\simeq\frac{W}{2S},\qquad\text{so}\qquad \tau\simeq\frac{W}{2S}+\frac{W^2}{12D}.$$

The numbers are $100.00+1.11=101.11\ \mu\mathrm{s}$. The second term is the delay caused by diffusion to the faces. It is small because diffusion across the wafer is fast compared with capture at the surfaces, which is the meaning of $h\ll1$. The ratio of face density to midplane density is $\cos x=0.984$, a drop of 1.6 %.

## (e) How good is the estimate for other values of $S$? Obtain upper and lower bounds and discuss the limit of large $S$.

**Answer.** From $x\tan x=h$ we have $1/h=\cot x/x$. The partial-fraction series of the cotangent is

$$\cot x=\frac1x-\sum_{m=1}^{\infty}\frac{2x}{m^2\pi^2-x^2}.$$

Dividing by $x$ and rearranging gives

$$\frac1{x^2}-\frac1h=2\sum_{m=1}^{\infty}\frac{1}{m^2\pi^2-x^2}.$$

Every term on the right grows with $x$ on $(0,\pi/2)$, so the sum lies between its values at the two ends. At $x\to0$ it is $(2/\pi^2)\sum m^{-2}=(2/\pi^2)(\pi^2/6)=1/3$. At $x\to\pi/2$ the left side gives the value directly: $1/h=\cot x/x\to0$, leaving $4/\pi^2$.

Multiply by $W^2/(4D)$ and note that $W^2/(4Dh)=W/(2S)$. For every positive finite $S$,

$$\frac{W}{2S}+\frac{W^2}{12D}<\tau<\frac{W}{2S}+\frac{W^2}{\pi^2D}.$$

For this wafer the bounds are 101.11 and 101.35 µs. The estimate of part (d) is the lower bound. To see how close it is, expand the sum one order further:

$$2\sum_m\frac{x^2}{m^4\pi^4}=\frac{2x^2}{\pi^4}\,\frac{\pi^4}{90}=\frac{x^2}{45}\simeq\frac{h}{45}.$$

This adds $(W^2/4D)(h/45)$, or about 2.5 ns, which is far below any uncertainty in the input data.

When $S\to\infty$, the faces hold the excess density at zero and $x\to\pi/2$. Then $\tau\to W^2/(\pi^2D)=1.35\ \mu\mathrm{s}$: the decay is limited by diffusion, and further increase of $S$ has no effect. The estimate of part (d) would give 1.11 µs here, 18 % below the true limit of the model. Its assumption of a nearly uniform density has failed.

The same bounds show when a decay time is useful for finding $S$. In the present regime $\tau$ follows $1/S$ closely. With $W$ and $D$ fixed, raising $S$ by 10 % gives 92.0 µs, and lowering it by 10 % gives 112.2 µs. Near the diffusion limit, $\tau$ carries little information about $S$.

## (f) The pulse may be absorbed evenly or near one face. When does the measured decay show the fundamental time?

**Answer.** Modes with different rates are orthogonal. For two real modes $u$ and $v$, integration by parts gives

$$(\lambda_u-\lambda_v)\int uv\,dz=D\big[uv'-vu'\big]_{-W/2}^{W/2}=0,$$

because at each face $u'/u=v'/v$ in the sense fixed by the common condition: $Du'=\mp Su$ and $Dv'=\mp Sv$. The modes of this type of problem also form a complete set, so any initial profile is a sum of them.

*Even absorption.* Let the initial density be $n_0$ and the fundamental part be $c\cos(2xz/W)$. Orthogonality gives $c=n_0\int\cos/\int\cos^2$, where

$$\int\cos\frac{2xz}{W}\,dz=\frac{W\sin x}{x},\qquad \int\cos^2\frac{2xz}{W}\,dz=\frac W2\left(1+\frac{\sin x\cos x}{x}\right).$$

The fraction of all carriers that starts in the fundamental is

$$\frac{c\int\cos}{n_0W}=\frac{(\int\cos)^2}{W\int\cos^2}=\frac{2\sin^2x}{x\,(x+\sin x\cos x)}=0.99998 .$$

The total carrier number thus follows a single exponential almost from the start.

*Absorption near one face.* The higher modes now matter for the density at the lit face. The first odd mode has decay time 1.32 µs and the next even mode 0.34 µs. For a very thin initial layer at a face, and $h\ll1$, the modes are close to $\cos[m\pi(z+W/2)/W]$, and the density at that face is proportional to

$$e^{-t/101.1}+2e^{-t/1.316}+2e^{-t/0.336}+\dots\qquad(t\text{ in }\mu\mathrm{s}).$$

The factors of 2 arise because $\cos^2$ has mean $1/2$ in the higher modes, whereas the fundamental is nearly constant. Between 1 and 2 µs this sum falls from 2.03 to 1.42, an apparent decay time of $1/\ln(2.03/1.42)\simeq2.8\ \mu\mathrm{s}$. Propagating a profile with an absorption depth of 10 µm gives 2.9 µs. The fall is mainly a spreading of carriers into the wafer, not their loss. A signal that follows the total number of carriers, as in many photoconductance measurements, is therefore much less affected: odd modes carry no net number, and for $h\ll1$ the higher even modes carry very little. They decay fast, however, so they still bend the start of the curve: for the 10 µm profile the total number shows an apparent time of about 56 µs between 0.2 and 0.4 µs, and 98 µs between 1 and 2 µs.

Between 20 and 40 µs the same calculation gives 101.1 µs. Waiting 10 µs is not quite enough for a precise slope at the face. The odd mode is then only about $10^{-3}$ of the density, but it decays some 77 times faster, so it still changes the local decay rate by about 8 %.

## (g) Restore the neglected processes and judge how far the answer applies to a real wafer.

**Answer.** *Bulk recombination.* If carriers are also lost uniformly with bulk lifetime $\tau_b$, the equation gains the term $-n/\tau_b$. Put $n=e^{-t/\tau_b}v$. The time derivative of the exponential cancels the new term, and $v$ obeys the original equation and face conditions. The rates therefore add:

$$\frac1{\tau_\mathrm{eff}}=\frac1\tau+\frac1{\tau_b}.$$

Take $10^{16}\ \mathrm{cm^{-3}}$ acceptors at 300 K, with rough coefficients $5\times10^{-15}\ \mathrm{cm^3/s}$ for radiative and $3\times10^{-30}\ \mathrm{cm^6/s}$ for Auger recombination. At low injection the rates are

$$5\times10^{-15}\times10^{16}=50\ \mathrm{s^{-1}},\qquad 3\times10^{-30}\times10^{32}=300\ \mathrm{s^{-1}}.$$

Let defects give a bulk lifetime of 1 ms, or $1000\ \mathrm{s^{-1}}$. The surface rate is $9890\ \mathrm{s^{-1}}$, so

$$\tau_\mathrm{eff}=\frac{1}{9890+50+300+1000}\ \mathrm{s}=89.0\ \mu\mathrm{s}.$$

This is 12 % below the surface-limited value. The Auger coefficient is a rough value on the high side, closer to that of n-type silicon. Published fits for p-type silicon at this doping give about $0.7$ to $1.5\times10^{-30}\ \mathrm{cm^6/s}$, which would make $\tau_\mathrm{eff}$ 90 to 91 µs. The result depends on it weakly: with no Auger loss at all, $\tau_\mathrm{eff}$ would be 91.4 µs. If the 89.0 µs were interpreted without bulk loss, the estimate of part (d) would give $S=W/[2(89.0-1.1)\ \mu\mathrm{s}]\simeq114$ cm/s instead of 100 cm/s.

*The rim.* For a circular wafer of radius $R=5$ cm, suppose the rim removes every carrier that reaches it. The slowest mode is then the depth profile times $J_0(2.405\,r/R)$, which vanishes at the rim. The lateral part adds the rate $D(2.405/R)^2=6.9\ \mathrm{s^{-1}}$. The decay time of this mode is less than 0.1 % below $\tau$. After even illumination, however, the lateral shape $J_0$ would take about a tenth of a second to emerge, far longer than the carriers live. During the decay the rim affects mainly the carriers within a distance of about $\sqrt{D\tau}\simeq0.6$ mm from it, and at $t=\tau$ its effect has faded to about 1 % at 2 mm. A measurement near the centre of the wafer is not disturbed, but a signal averaged over the whole wafer would decay about 1 % faster at that time.

*Higher injection.* Let $n$ and $p$ be the electron and hole densities, with the small equilibrium electron density ignored. Charge neutrality gives both the same gradient $g$, and zero net current gives both the same flux $F$. With $\varphi=eE/(k_BT)$ for the internal field $E$, and the Einstein relation for mobilities,

$$\frac F{D_n}=-g-n\varphi,\qquad \frac F{D_p}=-g+p\varphi .$$

Multiply the first by $p$, the second by $n$, and add. The field cancels, leaving $F=-D_ag$ with

$$D_a=\frac{n+p}{n/D_p+p/D_n}.$$

For $n\ll p$ this is $D_n=30\ \mathrm{cm^2/s}$, as assumed. With a rough $D_p=12\ \mathrm{cm^2/s}$ and an excess density ten times the doping, $D_a=17.5\ \mathrm{cm^2/s}$. At fixed $S$ and without bulk loss the decay time becomes 101.9 µs, a change below 1 %. This sizes the change of diffusivity alone. It is not the decay time of a real wafer at such injection, because $S$ and the bulk lifetime also change. The hole density is then $1.1\times10^{17}\ \mathrm{cm^{-3}}$, and the rough Auger coefficient used above would give a rate of $3\times10^{-30}\times(1.1\times10^{17})^2\simeq3.6\times10^4\ \mathrm{s^{-1}}$, more than three times the surface rate. That coefficient is too large for this injection: published fits give about $1.5\times10^4\ \mathrm{s^{-1}}$, still some 1.5 times the surface rate. Even a coefficient ten times smaller would give over a third of the surface rate, so bulk loss cannot be left out there.

*The real case.* The parameters resemble a solar-cell wafer with moderately passivated faces. The diffusivity corresponds to an electron mobility of $1160\ \mathrm{cm^2/(V\,s)}$ at 300 K, reasonable for this doping. Well-passivated faces can have $S$ below 10 cm/s, and bare faces can have values far above 100 cm/s, so the chosen $S$ is one case within a wide range. Among the corrections sized here, bulk recombination is the largest. The result of part (c) should therefore be read as the surface contribution to the lifetime, about 101 µs; it equals the measured decay time only when bulk loss is negligible and the higher modes no longer contribute noticeably to the measured signal.

## Calculated quantities

```
thickness W = 200 um = 0.020 cm
S = 100 cm/s, D = 30 cm^2/s
electron mobility from D at 300 K = 1160 cm^2/Vs
h = S W/(2D) = 0.033333
root x = 0.181566, x^2 = 0.0329662
W^2/(4D) = 3.33333 us
fundamental decay time = 101.1136 us
fundamental decay rate = 9889.9 1/s
iterate 0: x^2 = 0.03333333, time = 100.00000 us
iterate 1: x^2 = 0.03296214, time = 101.12613 us
iterate 2: x^2 = 0.03296628, time = 101.11342 us
iterate 3: x^2 = 0.03296623, time = 101.11356 us
W/(2S) = 100.0000 us
W^2/(12D) = 1.1111 us
lower bound = 101.1111 us
W^2/(pi^2 D), limit of infinite S = 1.3509 us
upper bound = 101.3509 us
time minus lower bound = 2.450 ns
next series term = 2.469 ns
finite-volume fundamental time = 101.1136 us
first odd mode time = 1.3156 us
second even mode time = 0.3355 us
face/midplane density = 0.98356
uniform start, fraction in fundamental = 0.9999757
pulse absorption depth = 10 um
front-face apparent time, 1 to 2 us = 2.866 us
front-face apparent time, 20 to 40 us = 101.1133 us
rough acceptor density = 1e+16 cm^-3
rough radiative coefficient = 5e-15 cm^3/s
rough Auger coefficient = 3e-30 cm^6/s
radiative rate = 50 1/s
Auger rate = 300 1/s
time with radiative and Auger loss = 97.66 us
assumed defect bulk lifetime = 1 ms
time with defect loss only added = 91.83 us
time with all three bulk losses = 88.97 us
wafer radius = 5 cm, rim rate = 6.94 1/s
time with perfect-sink rim = 101.043 us
rough hole diffusivity = 12 cm^2/s
D at excess/doping 0.01 = 29.57 cm^2/s
time with that D = 101.130 us
D at excess/doping 10 = 17.50 cm^2/s
time with that D = 101.912 us
time for S 10 % higher = 92.02 us
time for S 10 % lower = 112.22 us
```
